# Which Brillouin-Zone Regions Build the E2 Peak of Model Silicon

Silicon is described by a local pseudopotential with Cohen-Bergstresser form factors $V_3=-0.21$, $V_8=0.04$, $V_{11}=0.08$ Ry and lattice constant $a=5.43$ Å. Electrons are independent: spin-orbit coupling and electron-hole attraction are left out until part (e), and local fields are left out throughout. Formulas are in Hartree atomic units, spectra in eV, and wave-vector coordinates in $2\pi/a$. Angle brackets denote an average over the Brillouin zone.

## (a) From form factors to absorption

**Question.** Set up the Hamiltonian, derive $\epsilon_2(\omega)$ including its prefactor, and check the prefactor with a sum rule.

**Answer.** Put the origin at a bond centre, so the two atoms of the cell sit at $\pm\boldsymbol\tau$, with $\boldsymbol\tau=a(1,1,1)/8$. If one atom has potential $v(\mathbf r)$ with Fourier integral $v(G)$, the crystal potential has coefficients

$$V(\mathbf G)=\frac{v(G)}{\Omega}\left(e^{-i\mathbf G\cdot\boldsymbol\tau}+e^{i\mathbf G\cdot\boldsymbol\tau}\right)=V_S(G)\cos(\mathbf G\cdot\boldsymbol\tau),\qquad V_S=\frac{2v}{\Omega},$$

where $\Omega=a^3/4$. The subscripts 3, 8, 11 are values of $G^2$ in $(2\pi/a)^2$. The form factors are halved to convert rydbergs to hartrees. In plane waves,

$$H_{\mathbf G\mathbf G'}(\mathbf k)=\tfrac12|\mathbf k+\mathbf G|^2\delta_{\mathbf G\mathbf G'}+V(\mathbf G-\mathbf G').$$

A local potential commutes with $\mathbf r$, so the velocity $i[H,\mathbf r]$ equals $\mathbf p$.

Apply a uniform field with vector potential $\mathbf A=A_0\mathbf e\cos\omega t$, the factor $1/c$ being absorbed in $A_0$. The linear coupling is $\mathbf A\cdot\mathbf p$, and its absorbing part has amplitude $A_0/2$. The golden rule gives the rate

$$W_{vc}=2\pi\frac{A_0^2}{4}|\mathbf e\cdot\mathbf p_{cv}|^2\,\delta(E_{cv}-\omega),\qquad E_{cv}=E_c-E_v.$$

Each transition absorbs energy $\omega$, and there are two spins. The absorbed power per volume is therefore

$$\frac{2\omega}{\Omega}\Big\langle\sum_{vc}W_{vc}\Big\rangle=\frac{\pi\omega A_0^2}{\Omega}\Big\langle\sum_{vc}|\mathbf e\cdot\mathbf p_{cv}|^2\delta(E_{cv}-\omega)\Big\rangle .$$

Macroscopically this power is $\tfrac12\sigma_1E_0^2$, with conductivity $\sigma_1=\omega\epsilon_2/4\pi$ and field amplitude $E_0=\omega A_0$, that is, $\omega^3A_0^2\epsilon_2/8\pi$. Equate the two. Cubic symmetry makes the zone-averaged tensor isotropic, so $|\mathbf e\cdot\mathbf p|^2$ may be replaced by $|\mathbf p|^2/3$:

$$\epsilon_2(\omega)=\frac{8\pi^2}{\Omega\omega^2}\Big\langle\sum_{vc}\frac{|\mathbf p_{cv}|^2}{3}\,\delta(E_{cv}-\omega)\Big\rangle .$$

For the sum rule, add the second-order expansions of the four valence energies in $k_x$. Terms between two valence bands cancel in pairs, because their denominators have opposite signs. What remains is

$$\frac{\partial^2}{\partial k_x^2}\sum_vE_v=4-2\sum_{vc}\frac{|p_{x,cv}|^2}{E_{cv}} .$$

The valence sum is smooth and periodic, so the left side averages to zero. Hence $\langle\sum|p_x|^2/E_{cv}\rangle=2$, and with all three components $\langle\sum|\mathbf p|^2/E_{cv}\rangle=6$. It follows that

$$\int_0^\infty\omega\,\epsilon_2\,d\omega=\frac{8\pi^2}{3\Omega}\times6=\frac{16\pi^2}{\Omega}.$$

This equals $\tfrac{\pi}{2}\omega_{\rm pl}^2$, where $\omega_{\rm pl}^2=4\pi\times8/\Omega$ is the squared plasma frequency for eight valence electrons per cell. Sampling 2500 points of a full primitive cell gives 7.955 electrons, 0.6% below eight.

## (b) What a region, or a point, can contribute

**Question.** Divide $\epsilon_2$ among zone regions. Find the fraction of the zone inside balls of radius $r$ about the X points, and the contribution of such balls as $r\to0$ at fixed broadening.

**Answer.** Let $\chi_R(\mathbf k)$ be 1 inside region $R$ and 0 outside, with the regions filling the zone once. Inserting $\sum_R\chi_R=1$ in the average gives $\epsilon_2=\sum_R\epsilon_2^R$. With a normalized Gaussian $g_\sigma$ of standard deviation $\sigma$ in place of the delta function,

$$\epsilon_2^R(\omega)=\frac{8\pi^2}{3\Omega}\Big\langle\chi_R\sum_{vc}\frac{|\mathbf p_{cv}|^2}{E_{cv}^2}\,g_\sigma(\omega-E_{cv})\Big\rangle .$$

The zone volume is $(2\pi)^3/\Omega=4(2\pi/a)^3$, and there are three inequivalent X points. Neighbouring X points in the repeated zone are a distance 1 apart, so the balls are disjoint for $r<\tfrac12$ and fill the fraction

$$f(r)=\frac{3}{4}\cdot\frac{4\pi r^3}{3}=\pi r^3 .$$

The gap never closes, and $g_\sigma\le1/(\sqrt{2\pi}\,\sigma)$, so the integrand is bounded. The balls then contribute at most a constant times $r^3$. A single point contributes nothing; only a neighbourhood can. Without broadening, the source at energy $\omega$ is a constant-gap surface, which has area but no volume. An "extended volume" therefore has a definite size only when $\sigma$ is stated.

## (c) The critical points

**Question.** Is X a smooth critical point of the gap between bands 4 and 5? How would the X balls contribute in the sharp limit $\sigma\to0$ at the X gap? Show how to find a true critical point on the line $\Sigma$, $\mathbf k=(q,q,0)$.

**Answer.** At X bands 3 and 4 are degenerate, and so are bands 5 and 6. A small displacement $\mathbf q$ adds $\mathbf q\cdot\mathbf p$ to first order, which must be diagonalized within each doublet. Inversion maps X to an equivalent point and reverses $\mathbf q$, so the two slopes in a doublet form a pair $\pm u$. A distance $t$ from X towards $\Gamma$, band 5 is the lower conduction branch, changing by $-u_ct$. Band 4 is the upper valence branch, changing by $+u_vt$. Bands 3 and 4 stay degenerate along this line, so their slopes are equal as well as opposite, and $u_v=0$; the linear term comes from the conduction doublet alone. Hence

$$E_{54}(t)=E_X-(u_c+u_v)t+O(t^2).$$

The eigenvalues of $p_x$ give a slope of $-0.1070$ a.u.; a finite difference gives $-0.1069$. By inversion the gap falls in the same way on the other side of X. The gap has a cusp there, so X is not a smooth critical point. Towards W, a one-sided difference gives a slope of only 0.00024 a.u., consistent with no linear term.

For the sharp limit, keep $E_{54}=E_X-s|q_x|+Q(\mathbf q_\perp)$, where $s=u_c+u_v$ and $Q$ is quadratic; second-order splitting of the doublets is neglected in this estimate. Here $\mathbf q$ and $r$ are in atomic units. At $\omega=E_X$ there are two roots $q_x=\pm Q/s$ wherever $Q>0$, so

$$\int_{\rm ball}d^3q\,\delta(E_{54}-E_X)\le\frac{2}{s}\,\pi r^2 .$$

The neglected splitting is not small: towards U it nearly cancels $Q$. It is also quadratic in $\mathbf q_\perp$, so it changes the constant but not the power $r^2$. With the full bands the integral is about 1.65 times the bound above, so that bound holds only for the simplified gap. The $r^2$ law itself applies only while the roots stay inside the ball, for $r$ below about $0.04\,(2\pi/a)$.

For an ordinary quadratic saddle, setting $\mathbf q=r\mathbf x$ gives $r^3$ from the volume and $r^{-2}$ from the delta function, hence a contribution proportional to $r$. Both vanish as $r\to0$.

On $\Sigma$, the operations $k_z\to-k_z$ and $k_x\leftrightarrow k_y$ leave the line fixed and the energies unchanged. For nondegenerate bands the gap is therefore even in each transverse coordinate, and its transverse gradient vanishes. A zero of the gradient along the line is then a full critical point. A search over $0.1\le q\le0.95$ with a plane-wave limit of 24 $(2\pi/a)^2$ finds one, at $q=0.397$, with gap 4.366 eV. At the limit of 16 used for the spectrum in part (d) it lies at $q=0.390$, with gap 4.342 eV. Two of its three principal curvatures are negative, so it is an $M_2$ saddle.

## (d) Locating the source of the peak

**Question.** The spectrum is computed from 1300 wedge points, four valence and eight conduction bands. Each mesh cell is divided into 64 parts, to which the gap is extrapolated linearly. For $\sigma=0.05$ eV the maximum is $\epsilon_2=55.4$ at $\omega_p=4.245$ eV, or 292 nm. The X balls supply the following cumulative shares:

| $r$ | zone % | peak % | prominence % |
|---|---:|---:|---:|
| 0.1 | 0.31 | 0.72 | 0.25 |
| 0.2 | 2.50 | 3.76 | 1.04 |
| 0.3 | 8.48 | 8.05 | 2.67 |
| 0.4 | 20.09 | 14.98 | 9.08 |
| 0.5 | 39.28 | 29.03 | 26.37 |

The prominence is $\epsilon_2(\omega_p)-\tfrac12[\epsilon_2(\omega_p-d)+\epsilon_2(\omega_p+d)]$ with $d=0.4$ eV. It measures how far the peak rises above its surroundings. Decide whether X alone can account for the peak, and describe where the strength comes from.

**Answer.** X alone cannot account for it. The balls with $r<0.2$ supply $0.0376\times55.42=2.08$ of the height. Deleting them leaves $55.42-2.08=53.34$, and the recomputed maximum stays at 4.245 eV. Their share of the prominence is also small, 1.04% for $d=0.4$ eV. This figure is only a rough guide: it depends on $d$, and can even change sign, because the lower reference energy $\omega_p-d$ passes close to the X gap, where the balls themselves absorb strongly.

The gap at X is 3.927 eV, which is $4.245-3.927=0.318$ eV below the peak, or $6.4\sigma$. Transitions between the two doublets at X itself are thus far off resonance. The $\Sigma$ saddle does not coincide with the peak either: it lies about 0.1 eV above it. Critical points off the symmetry lines come closer. The 4-5 gap has an $M_1$ saddle at $(0.567,0.567,0.235)$ with gap 4.232 eV and a maximum at $(0.536,0.256,0.256)$ with gap 4.305 eV. Each has at least one small curvature, and the peak lies between them.

X is not silent. Within $r=0.1$ the peak share is $0.72/0.31=2.3$ times the volume share. By $r=0.3$ this ratio has fallen to 0.95, no better than an average part of the zone.

To measure the extent, rank all parts of the zone by their contribution density at $\omega_p$. The smallest set that supplies half the peak fills 6.44% of the zone. The X balls with $r<0.3$ fill more, 8.48%, yet supply only 8.05% of the peak. Therefore at least $50-8.05\approx42$ percentage points of the half supplied by the smallest set come from outside those balls.

Doubling $\sigma$ to 0.10 eV enlarges the smallest set to 11.26%, as expected for a layer around a surface whose thickness grows with the broadening. The peak share within $r<0.2$ is then 4.31%, so the conclusion does not depend on choosing the narrower width.

A second division assigns each wave vector to its nearest special point:

| nearest point | zone % | peak % |
|---|---:|---:|
| $\Gamma$ | 12.50 | 10.66 |
| X | 9.67 | 7.65 |
| L | 28.33 | 40.18 |
| W | 12.96 | 0.00 |
| K/U | 36.54 | 41.51 |

The L and K/U regions together supply 82% of the peak. These labels name large cells, not the points at their centres: the gaps at L and K themselves are 3.117 and 4.009 eV, both more than $4\sigma$ below $\omega_p$. Folded into one wedge, the source has its mean at $(0.594,0.341,0.167)$. This gives only its centre: a source concentrated at several special points could also have an interior mean, so the extent must be judged from the volumes above. The band pair 4-5 supplies 85.6% of the peak.

The mesh was tested against the 2500-point sampling, which uses neither symmetry nor extrapolation. Within 0.2 eV of the peak the integrated $\epsilon_2$ is 18.21 eV from the mesh and 18.23 eV from the sampling. The share inside $r<0.3$ is 9.9% and 10.2%. Refining the mesh from 16 to 24 divisions moves the peak by 0.01 eV. Raising the plane-wave limit from 16 to 24 $(2\pi/a)^2$, on the coarser mesh, moves it by 0.03 eV. The X gap rises by about the same amount, so its distance from the peak hardly changes. Energies quoted at the limit 16 are therefore low by 0.01 to 0.03 eV: the converged gaps at X, L and K are 3.954, 3.129 and 4.035 eV.

## (e) Real silicon

**Question.** Which neglected effects matter, and how far does the conclusion reach?

**Answer.** Measured silicon has its E2 peak at roughly 4.3 eV. The closeness of the model is no independent prediction, since the form factors were fitted to optical data. Three effects can be sized with rough inputs. A spin-orbit splitting of about 0.04 eV is $0.8\sigma$, slightly less than the broadening used here. Thermal motion weakens each form factor by $e^{-G^2u^2/2}$; with $u^2\approx0.006$ Å$^2$ per axis, roughly the room-temperature value, the peak moves by $-0.12$ eV, while the share within $r<0.2$ changes by 0.11 percentage points. This factor is only part of the thermal effect, since the second-order electron-phonon self-energy is left out. The fitted form factors already contain part of the thermal shift.

Electron-hole attraction matters more. Represent it by an extra field $\alpha P$ proportional to the polarization $P$, and let $X(\omega)$ be the independent-particle value of $\epsilon-1$. Then

$$P=\frac{X}{4\pi}(E+\alpha P)\quad\Rightarrow\quad\epsilon-1=\frac{4\pi P}{E}=\frac{X}{1-\alpha X/4\pi}.$$

Multiplying numerator and denominator by the conjugate of the denominator, for real $\alpha$, gives

$$\epsilon_2=\frac{\operatorname{Im}X}{|1-\alpha X/4\pi|^2}.$$

The numerator still divides among regions, and the denominator is common to all of them. In this scalar model the regional shares at a fixed energy are therefore unchanged, but the peak moves to another energy. With a rough $\alpha=0.2$ and a Lorentzian broadening of 0.05 eV, it moves from 4.245 to 3.935 eV, and its height rises from 48.3 to 51.2.

The shifted maximum lies close to the X gap, where X weighs much more: at 3.935 eV, with $\sigma=0.05$ eV, the balls with $r<0.2$ supply about 15% of $\epsilon_2$ and those with $r<0.3$ about 28%. The shift should not simply be added to bands already fitted to optical data, but it limits the claim. What has been shown is that the independent-particle E2 peak of this model draws on an extended part of the zone. An excitonic calculation would need its own decomposition. The remaining figures are in the numerical output.

## Table of computed values

```
lattice constant 5.43 angstrom = 10.2612 bohr; 2pi/a 0.6123 1/bohr
form factors V3, V8, V11 (Ry): -0.21 0.04 0.08
mesh 24: 1300 wedge points, 64 subpoints each; sigma 0.05 eV
plane-wave limit |k+G|^2 <= 16 (2pi/a)^2 = 3.00 hartree
4-5 gap at Gamma: 3.353 eV
4-5 gap at X: 3.927 eV
4-5 gap at L: 3.117 eV
E2 peak: 4.245 eV = 292.1 nm; eps2 = 55.42
X balls: r(2pi/a), zone %, peak %, prominence %, peak % at sigma 0.10 eV
  0.1    0.31    0.72    0.25    0.91
  0.2    2.50    3.76    1.04    4.31
  0.3    8.48    8.05    2.67    9.61
  0.4   20.09   14.98    9.08   19.03
  0.5   39.28   29.03   26.37   34.74
prominence over +-0.4 eV neighbours: 33.04
X balls r<0.2 deleted: peak 4.245 eV, eps2 53.34
nearest special point: zone %, peak %
  Gamma   12.50  10.66
  X        9.67   7.65
  L       28.33  40.18
  W       12.96   0.00
  K/U     36.54  41.51
smallest zone part giving half the peak: 6.44 % (sigma 0.05 eV)
same at sigma 0.10 eV: 11.26 %; peak there 4.225 eV
band pair 4-5 share of peak: 85.6 %
centroid of source in wedge (2pi/a): 0.594 0.341 0.167
gap slope at X toward Gamma: -0.1070 (p_x block), -0.1069 (diff.) a.u.
gap change per 0.1(2pi/a) at that slope: -0.178 eV
gap slope at X toward W: 0.00024 a.u.
smooth 4-5 critical points found on Sigma: 1
  k=(0.397,0.397,0): gap 4.366 eV, negative curvatures 2
f-sum electrons per cell: 7.955 (valence count 8)
static eps1: spectrum 11.578, full-cell sampling 11.532
strength within 0.2 eV of peak: mesh 18.205, sampling 18.226 eV
its share in X balls r<0.3: mesh 9.85 %, sampling 10.15 %
mesh 16->24: peak +0.010 eV, eps2 +0.52, r<0.2 share -0.08 points
cutoff 16->24 (mesh 16): peak +0.030 eV, eps2 -0.33, share -0.06 points
thermal factor, rough u^2 0.006 angstrom^2: peak -0.120 eV, share +0.11 points
electron-hole kernel, rough alpha 0.2: peak 4.245 -> 3.935 eV
  its eps2 maximum (Lorentz 0.05 eV): 48.33 -> 51.22
spin-orbit splitting, rough 0.04 eV: 0.8 of sigma
```
